# Vacancy free energies and the surface potential of an ionic crystal

## The form fixed by symmetry

Let a crystal MX contain cation vacancies of charge $-1$ and anion vacancies of charge $+1$, in atomic units ($e=1$, $4\pi\epsilon_0=1$). Set the electrostatic potential $\phi$ to zero at the surface. Let $g_c$ and $g_a$ be the free energies needed to move a cation or an anion from an interior site to the surface when both places are at the same macroscopic potential. At interior potential $\phi$ the two costs are

$$g_c-\phi,\qquad g_a+\phi .$$

Deep inside, the charge density vanishes, so no length or permittivity enters the condition for the bulk potential $\phi_b$. It can depend on the energies $g_c$, $g_a$ and $kT$ alone. Two symmetries restrict this dependence.

First, both costs are unchanged by $g_c\to g_c+v$, $g_a\to g_a-v$, $\phi\to\phi+v$. Hence

$$\phi_b(g_c+v,g_a-v)=\phi_b(g_c,g_a)+v .$$

Second, if the crystal has equally many cation and anion sites and no other charges, exchanging the two species reverses the potential. A unique bulk potential must therefore vanish when $g_c=g_a$. Choosing $v=(g_a-g_c)/2$ makes the two free energies equal, and the first relation becomes

$$0=\phi_b(g_c,g_a)+\frac{g_a-g_c}{2},\qquad \phi_b=\frac{g_c-g_a}{2}.$$

The bulk vacancy concentration is unchanged by the shift $v$, so at given temperature it depends on $g_c+g_a$ alone. What remains to be shown is that equilibrium gives a unique potential and a neutral interior.

## Assumptions and theorem

Consider half of a symmetric slab, $0<x<L$, with its surface at $x=0$ and its midplane at $x=L$. The assumptions are these.

1. The crystal is pure. Each species has $N$ sites per volume, with vacant fractions $n_c(x)$ and $n_a(x)$.
2. The surface accepts and supplies ions freely. Its sites are ample, so $g_c$ and $g_a$ do not depend on its charge.
3. Vacancies interact through the mean potential in a medium of uniform relative permittivity $\varepsilon$. Vacancy pairs, other defects and electronic carriers are left out.
4. The free energies $g_c,g_a$ exclude the entropy of distributing vacancies over sites, which is counted separately.

**Theorem (Frenkel–Lehovec–Kliewer potential).** As $L\to\infty$, the midplane becomes neutral and has

$$\phi_b=\frac{g_c-g_a}{2},\qquad n_c=n_a=n_b=\frac{1}{1+e^{(g_c+g_a)/(2kT)}} .$$

The surface potential relative to the bulk is therefore

$$\phi_s=0-\phi_b=\frac{g_a-g_c}{2}.$$

Neutrality thus involves both combinations: the difference fixes the potential at which the crystal is neutral, and the sum fixes the concentration found there.

## Free energy and local equilibrium

For $S$ sites of which a fraction $n$ is vacant, the number of arrangements is $S!/[(nS)!((1-n)S)!]$. Stirling's formula turns its logarithm into $-S\,m(n)$, where

$$m(n)=n\ln n+(1-n)\ln(1-n).$$

The free energy per surface area is then

$$F=N\int_0^L\!\left\{g_cn_c+g_an_a+kT[m(n_c)+m(n_a)]\right\}dx+\frac{\varepsilon}{8\pi}\int_0^L E^2dx .$$

The space-charge density is $\rho=N(n_a-n_c)$. The removed ions sit on the surface and give it the charge per area $\sigma=-\int_0^L\rho\,dx$. Overall neutrality is thus built in, while local neutrality is not. With no field outside, Gauss's law gives

$$E(x)=\frac{4\pi}{\varepsilon}\left[\sigma+\int_0^x\rho\,dx'\right]=-\frac{4\pi}{\varepsilon}\int_x^L\rho\,dx',\qquad \phi(x)=-\int_0^xE\,dx'.$$

**Lemma 1.** A change $\delta\rho$, with the matching change of surface charge, changes the field energy by $\delta U=\int_0^L\phi\,\delta\rho\,dx$.

*Proof.* Varying $E^2$ and inserting $\delta E$ from Gauss's law gives

$$\delta U=\frac{\varepsilon}{4\pi}\int_0^L E\,\delta E\,dx=-\int_0^L dx\,E(x)\int_x^L\delta\rho(x')\,dx'.$$

Both integrals cover the region $0<x<x'<L$. Doing the $x$ integral first gives

$$\delta U=\int_0^L dx'\,\delta\rho(x')\left[-\int_0^{x'}E(x)\,dx\right]=\int_0^L\phi\,\delta\rho\,dx'.\qquad\square$$

The factor $1/2$ of the field energy is cancelled by the variation of a square. The surface charge adds no term because the surface potential is zero.

**Lemma 2.** At equilibrium, at every depth,

$$g_c-\phi+kT\ln\frac{n_c}{1-n_c}=0,\qquad g_a+\phi+kT\ln\frac{n_a}{1-n_a}=0,$$

and the equilibrium is unique.

*Proof.* The fractions $n_c$ and $n_a$ may be varied independently, because the surface absorbs any charge imbalance. Since $\delta\rho=N(\delta n_a-\delta n_c)$, Lemma 1 contributes $-N\phi$ for cation vacancies and $+N\phi$ for anion vacancies. The mixing term contributes

$$m'(n)=\ln n+1-\ln(1-n)-1=\ln\frac{n}{1-n}.$$

Setting the coefficient of each variation to zero gives the two conditions. Further, $m''(n)=1/[n(1-n)]>0$, and the field energy is a non-negative quadratic form in $\rho$, which is linear in the fractions. Thus $F$ is strictly convex, and its stationary point is its unique minimum. $\square$

Adding the conditions removes the potential:

$$\frac{n_cn_a}{(1-n_c)(1-n_a)}=e^{-(g_c+g_a)/kT}.$$

This Schottky product holds inside the space charge too, where the two fractions differ. The sum alone therefore cannot determine the individual fractions; neutrality or the local potential must supply the second condition.

## Proof of the theorem

Define

$$G=\frac{g_c+g_a}{2kT},\qquad u=\frac{1}{kT}\left[\phi-\frac{g_c-g_a}{2}\right].$$

Then $(g_c-\phi)/kT=G-u$ and $(g_a+\phi)/kT=G+u$. Lemma 2 becomes

$$n_c=\frac{1}{1+e^{G-u}},\qquad n_a=\frac{1}{1+e^{G+u}}.$$

Subtract the fractions over a common denominator, then divide numerator and denominator by $2e^G$:

$$n_c-n_a=\frac{e^{G+u}-e^{G-u}}{1+e^{G+u}+e^{G-u}+e^{2G}}=\frac{\sinh u}{\cosh G+\cosh u}.$$

The right side vanishes only at $u=0$. Neutrality therefore selects $\phi=(g_c-g_a)/2$, and both fractions then equal $1/(1+e^G)$.

It remains to show that the interior reaches this state. Poisson's equation, $\phi''=-4\pi\rho/\varepsilon$, becomes

$$u''=\frac{4\pi N}{\varepsilon kT}\,\frac{\sinh u}{\cosh G+\cosh u},\qquad u(0)=u_s=\frac{g_a-g_c}{2kT},\qquad u'(L)=0.$$

Take $u_s>0$; the opposite sign follows from $u\to-u$, and $u_s=0$ gives $u=0$ throughout. Reflect the solution about the midplane, so that $x=L$ is an interior point. A negative interior minimum would need $u''\ge0$, but the equation gives $u''<0$ there. A positive interior maximum would need $u''\le0$, but the equation gives $u''>0$. Hence $0\le u\le u_s$.

In this range $\sinh u\ge u$ and $\cosh u\le\cosh u_s$, so

$$u''\ge\kappa^2u,\qquad \kappa^2=\frac{4\pi N}{\varepsilon kT(\cosh G+\cosh u_s)}.$$

Compare $u$ with $w=u_s\cosh[\kappa(L-x)]/\cosh(\kappa L)$, which obeys $w''=\kappa^2w$ and the same boundary conditions. The difference $d=u-w$ satisfies $d''\ge\kappa^2d$ and vanishes at the surfaces. It cannot have a positive maximum, since $d''$ would be positive there. Thus $u\le w$, and at the midplane

$$0\le u(L)\le\frac{u_s}{\cosh(\kappa L)}\longrightarrow0\qquad(L\to\infty).\qquad\square$$

**Remark on signs.** If $g_c<g_a$, cation vacancies are cheaper to form. They are in excess below the surface and make that region negative, while the deposited cations make the surface positive. The surface then lies at the higher potential, as $\phi_s=(g_a-g_c)/2>0$ states.

**Remark on references.** Measuring the interior potential from a reference shifted by $v$ replaces $g_c$ by $g_c-v$ and $g_a$ by $g_a+v$. Their sum is unaffected, but half their difference changes by $-v$. Vacancy energies calculated in a bulk supercell therefore do not give $\phi_s$ by themselves: the interior potential must be aligned with that of the actual surface, and the energy of placing each ion there must be known. The sum needs no such alignment.

## Screening in the dilute limit

When $G>0$ and $\cosh u_s\ll\cosh G$, vacancies are dilute even at the surface. With $n_0=e^{-G}\ll1$, one has $\cosh G\simeq1/(2n_0)$, and Poisson's equation reduces to

$$u''=\frac{\sinh u}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{8\pi Nn_0}.$$

**Corollary 1.** For a thick crystal in this limit,

$$\tanh\frac u4=\tanh\frac{u_s}{4}\,e^{-x/\lambda},\qquad \sigma=4Nn_0\lambda\sinh\frac{u_s}{2}.$$

*Proof.* Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{(u')^2}{2}=\frac{\cosh u-1}{\lambda^2}=\frac{2\sinh^2(u/2)}{\lambda^2}.$$

The decaying root is $u'=-(2/\lambda)\sinh(u/2)$. Since

$$\frac{d}{du}\ln\tanh\frac u4=\frac{1}{4\sinh(u/4)\cosh(u/4)}=\frac{1}{2\sinh(u/2)},$$

it follows that $d\ln\tanh(u/4)/dx=-1/\lambda$, which integrates to the profile. At the surface, Gauss's law gives

$$\frac{4\pi\sigma}{\varepsilon}=E(0)=-kT\,u'(0)=\frac{2kT}{\lambda}\sinh\frac{u_s}{2}.$$

Thus $\sigma=(\varepsilon kT/2\pi\lambda)\sinh(u_s/2)$. Replacing $\varepsilon kT$ by $8\pi Nn_0\lambda^2$ gives the stated form. $\square$

For $|u_s|\ll1$ the results become $u\simeq u_se^{-x/\lambda}$ and $\sigma\simeq2Nn_0\lambda u_s$. For $u_s\gg1$, still with dilute vacancies, $\sinh(u_s/2)\simeq e^{u_s/2}/2$. Using $n_0e^{u_s}=e^{-g_c/kT}$ then gives

$$\sigma\simeq\sqrt{\frac{\varepsilon kTN}{2\pi}}\,e^{-g_c/(2kT)}.$$

In this limit the cheaper vacancy alone controls the surface charge, although both free energies still control the potential.

## Charged dopants

**Corollary 2.** Let a small, frozen and uniform fraction $c$ of cation sites hold divalent cations. In the dilute limit,

$$\phi_b=\frac{g_c-g_a}{2}+kT\,\operatorname{arsinh}\frac{c}{2n_0}.$$

*Proof.* Each dopant carries one extra positive charge, so $\rho=N(n_a-n_c+c)$. Frozen dopants leave a fraction $1-c$ of the cation sites open to vacancies, so the cation mixing term becomes $(1-c)\,m[n_c/(1-c)]$ and $\ln[n_c/(1-n_c)]$ is replaced by $\ln[n_c/(1-c-n_c)]$. This changes $n_c$ by a relative amount of order $c$, which the dilute limit neglects, so Lemma 2 still applies. Its dilute form is $n_c=n_0e^u$, $n_a=n_0e^{-u}$. Neutrality requires $n_c-n_a=2n_0\sinh u=c$; solving for $u$ and using its definition gives the result. $\square$

The half-difference rule fails for $c>0$ because the dopant charge breaks the exchange symmetry used at the start. For $c\gg n_0$, $\operatorname{arsinh}(c/2n_0)\simeq\ln(c/n_0)$, so

$$\phi_b\simeq g_c+kT\ln c .$$

The anion free energy has dropped out: the dopants fix $n_c\simeq c$, and cation equilibrium then fixes the potential. If $g_a>g_c$, the bulk potential passes through zero at

$$c^*=2n_0\sinh\frac{g_a-g_c}{2kT}=e^{-g_c/kT}-e^{-g_a/kT}.$$

## A worked model

Take a model rocksalt crystal with cube edge 6.0 Å, $\varepsilon=6.0$, $T=1000$ K, $g_c=0.70$ eV and $g_a=1.10$ eV. These are chosen parameters, not those of a particular material. There are four cation sites per cube, so $N=4/6.0^3=0.0185$ Å$^{-3}$, and $kT=0.08617$ eV. A unit positive charge has the bulk potential energy

$$\phi_b=\frac{0.70-1.10}{2}=-0.20\ \text{eV}.$$

The surface is thus higher by 0.20 eV, or 0.00735 hartree. The bulk fraction of unpaired vacancies is

$$n_0=\exp\left[-\frac{0.70+1.10}{2(0.08617)}\right]=2.91\times10^{-5}.$$

At the surface, the dilute fractions are $n_c=2.97\times10^{-4}$ and $n_a=2.86\times10^{-6}$. One species is enriched about tenfold and the other depleted about tenfold, so their product is preserved.

For lengths in Å and energies in eV, the Coulomb factor $e^2=14.40$ eV Å enters the denominator of $\lambda^2$:

$$\lambda=\sqrt{\frac{6.0(0.0862)}{8\pi(14.40)(0.0185)(2.91\times10^{-5})}}\ \text{Å}=51.5\ \text{Å},$$

or 97.3 bohr. With $u_s=0.20/0.0862=2.32$, the surface charge is

$$\sigma=4(0.0185)(2.91\times10^{-5})(51.5)\sinh(1.16)=1.60\times10^{-4}\ e/\text{Å}^2.$$

This is about 0.003 $e$ per cation site of one surface plane. Whether a real surface has enough suitable sites to hold it is a matter of assumption 2, which the model does not examine. The digits given for $\sigma$ and the surface fractions are those of the mean-field model only. These surface charges lie about $\sigma^{-1/2}\simeq80$ Å apart, more than $\lambda$, and a sphere of radius $\lambda$ in the bulk holds only about 0.6 vacancy, so smearing the charge is a coarse picture. Assumption 3 also omits the image repulsion of a vacancy from a boundary with vacuum, about $e^2(\varepsilon-1)e^{-2x/\lambda}/[4\varepsilon(\varepsilon+1)x]$, or 0.13 eV at $x=3$ Å. This rough continuum estimate would cut the fractions on the first plane about fourfold and lower $\sigma$ by roughly 15%. It dies out with depth and leaves $\phi_b$ unchanged.

An independent calculation minimized the free energy of 240 discrete charged planes, spaced by 3.0 Å, without imposing bulk neutrality. Its midplane potential agrees with $-0.20$ eV, and its potential profile differs from Corollary 1 by at most $4\times10^{-5}$ eV at the planes.

The surface charge that balances the planes is $1.52\times10^{-4}$ $e/$Å$^2$, about 5% below the continuum value. The trapezoidal rule for the continuum integral includes half a plane's charge at $x=0$, which the discrete slab lacks. Adding this $0.08\times10^{-4}$ $e/$Å$^2$ brings the two values within 0.2%, relative to the continuum value.

The roles of sum and difference can be separated by changing the free energies:

- With the sum held at 1.80 eV, the pairs $(g_c,g_a)=(0.90,0.90)$ and $(1.00,0.80)$ eV give bulk potentials of 0 and $+0.10$ eV. The bulk fraction stays at $2.91\times10^{-5}$.
- With the difference held at $-0.40$ eV, the pair $(0.60,1.00)$ eV leaves the potential at $-0.20$ eV but raises the fraction to $9.29\times10^{-5}$.

Dopants change the potential at fixed $g_c$ and $g_a$. For $c=1.0\times10^{-4}$, Corollary 2 gives

$$\phi_b=-0.20+0.0862\,\operatorname{arsinh}(1.72)=-0.087\ \text{eV}.$$

At $c^*=2.94\times10^{-4}$ the dilute formula gives zero, while the planar minimization gives $2.5\times10^{-5}$ eV. Site blocking accounts for this residue. It lowers $n_c$ at fixed potential by about $n_c^2$, and restoring neutrality requires a potential change of about $kTn_c^2/(n_c+n_a)$, which has this size. The planar calculation does not exclude the dopant sites from those open to vacancies. Excluding them would lower $n_c$ by a further $cn_c$, comparable to $n_c^2$ here, and would roughly double the residue, so only its order of magnitude is meaningful. At $c=1.0\times10^{-3}$ the bulk potential is $+0.105$ eV: its sign is opposite to that of the pure crystal, so the surface now lies below the bulk.

These doped values require unbound vacancies, as assumption 3 states. With the present $\varepsilon$, a dopant and a vacancy on neighbouring cation sites, 4.24 Å apart, would attract as point charges by $14.40/(6.0\times4.24)=0.57$ eV. With 12 such sites around each dopant, the ratio of paired to unpaired dopants would be about $Kn_c$, where $K=12\,e^{0.57/0.0862}\simeq9\times10^3$ and $n_c$ counts only unbound vacancies. Neglecting the few anion vacancies, neutrality makes the unpaired dopants as many as the unbound vacancies, so $n_c+Kn_c^2=c$. At $c=10^{-3}$ this gives $n_c\simeq3\times10^{-4}$ and a ratio of about 2.5. Such binding would lower $\phi_b$ to nearly zero and could remove the change of sign, so the doped cases illustrate the formula rather than a real crystal with these parameters. In the pure crystal, the same point-charge estimate binds a cation and an anion vacancy 3.0 Å apart by 0.80 eV, and with 6 such sites gives a pair fraction $6n_0^2e^{0.80/0.0862}\simeq5\times10^{-5}$, larger than $n_0$. These pairs carry no charge and, while dilute, leave $\phi_b$ unchanged, but $n_0$ is not the total vacancy content.

The mean potential also omits the cloud of opposite charge that gathers around each vacancy. In the Debye–Hückel estimate this cloud lowers the free energy of a bulk vacancy by about $e^2/(2\varepsilon\lambda)=14.40/(2\times6.0\times51.5)=0.023$ eV. That would raise the pure bulk fraction by about 30%, or by 35–40% once the shortening of $\lambda$ by the added vacancies is included, so the three figures given for $n_0$ are those of the model only. Both species are lowered equally, which leaves the pure $\phi_b$ unchanged. With dopants the screening length is shorter and the correction larger, and it lowers $\phi_b$ as binding does. The numerical output lists the profile and the pure and doped cases without binding or this correction.

## Computed values

```
cube edge: 6.0 angstrom
plane spacing: 3.0 angstrom
planes in half slab: 240
relative permittivity: 6.0
temperature: 1000 K
kT: 0.086173 eV
Coulomb constant e^2: 14.39965 eV angstrom
cation site density N: 0.018519 angstrom^-3
g_c: 0.70 eV; g_a: 1.10 eV
bulk e*phi_b, formula: -0.200000 eV
bulk e*phi_b, slab: -0.200000 eV
surface relative to bulk: 0.200000 eV
same in atomic units: 0.007350 hartree
bulk fraction n0, dilute formula: 2.91206e-05
bulk fraction n_c, slab: 2.91198e-05
n_c at surface, dilute: 2.96589e-04
n_a at surface, dilute: 2.85920e-06
u_s: 2.32090
screening length: 51.4711 angstrom
same in atomic units: 97.2662 bohr
surface charge, formula: 1.59770e-04 e/angstrom^2
surface charge, planes: 1.51900e-04 e/angstrom^2
missing half-plane: 8.15917e-06 e/angstrom^2
planes plus half-plane: 1.60059e-04 e/angstrom^2
surface charge per surface cation site: 2.87586e-03 e
largest profile difference: 3.93e-05 eV
depth (angstrom), e*phi formula (eV), slab (eV), n_c, n_a
3, -0.01376, -0.01374, 2.5280e-04, 3.3536e-06
30, -0.09637, -0.09633, 9.6966e-05, 8.7445e-06
60, -0.14332, -0.14329, 5.6231e-05, 1.5080e-05
150, -0.19022, -0.19021, 3.2622e-05, 2.5994e-05
300, -0.19947, -0.19947, 2.9300e-05, 2.8941e-05
pure cases: g_c (eV), g_a (eV), slab e*phi_b (eV), bulk n_c
0.70, 1.10, -0.200000, 2.91198e-05
0.90, 0.90, 0.000000, 2.91197e-05
1.00, 0.80, 0.100000, 2.91197e-05
0.60, 1.00, -0.200000, 9.29260e-05
doped cases: c, formula e*phi_b (eV), slab (eV), bulk n_c
1.00000e-04, -0.087164, -0.087155, 1.07861e-04
2.93730e-04, -0.000000, 0.000025, 2.96588e-04
1.00000e-03, 0.104809, 0.104895, 1.00085e-03
```
